# Load Modulation and the Second Efficiency Peak of a Symmetric Doherty Amplifier

**Q.** A class-B amplifier is efficient at full power and poor at reduced power. I am told that a second, identical transistor cures this, although it is switched off at low power. How can an idle device help?

**A.** Start with what makes a single device inefficient. Let its drain current be a half-sine, $i(t)=2I_1\max(\cos\omega t,0)$. With $\phi=\omega t$, its fundamental amplitude and its mean are

$$\frac1\pi\int_{-\pi/2}^{\pi/2}2I_1\cos^2\phi\,d\phi=I_1,\qquad \frac1{2\pi}\int_{-\pi/2}^{\pi/2}2I_1\cos\phi\,d\phi=\frac{2I_1}{\pi}.$$

Assume that all harmonics are shorted, so the drain voltage is the supply $V$ minus a sinusoid of amplitude $V_1$. If this sinusoid is in phase with the current, the device delivers $V_1I_1/2$ and draws $2VI_1/\pi$ from the supply. Its drain efficiency, which leaves out the input drive power, is

$$\eta_1=\frac{V_1I_1/2}{2VI_1/\pi}=\frac{\pi}{4}\,\frac{V_1}{V}.$$

The current has cancelled, and only the voltage swing matters. I take the knee voltage as zero for now, so $V_1$ may reach $V$. With a fixed load, $V_1$ falls in proportion to the current, and the efficiency falls with it. To keep the swing large at reduced current, the device must see a larger load resistance there.

**Q.** Then the resistance has to fall as the drive rises. But a second source feeding the same load raises the voltage there, so the first source sees a larger resistance. That is the wrong direction.

**A.** It is, and a quarter-wave line between the first device and the load reverses it. Call the first device main and the second peaking. The peaking device connects directly to the load $R_L$, the main one through a lossless line of impedance $Z_T$.

I use peak phasors with time factor $e^{j\omega t}$. Drain current flows into a transistor, so it drives the network with a minus sign. I absorb that sign by writing each drain voltage as $V-\mathrm{Re}(V_ke^{j\omega t})$, where $V_k$ is the network's response to the drain-current phasors taken as positive.

On the line, a forward wave $A$ and a backward wave $B$ give at the main end

$$V_m=A+B,\qquad Z_TI_m=A-B.$$

A quarter wavelength further on, the forward wave is multiplied by $-j$ and the backward wave by $+j$:

$$V_L=-jA+jB=-jZ_TI_m,\qquad Z_TI_2=-jA-jB=-jV_m.$$

Here $I_2$ is the current leaving the line at the load. The first relation says that the main current alone sets the load voltage. The peaking current cannot change it; it can only take over part of the load current.

**Q.** What does that do to the main device?

**A.** Current conservation at the load gives $I_2=V_L/R_L-I_p$. Since $V_m=jZ_TI_2$,

$$V_m=jZ_T\left(\frac{-jZ_TI_m}{R_L}-I_p\right)=\frac{Z_T^2}{R_L}I_m-jZ_TI_p .$$

Take $I_m$ real. If the peaking device is driven 90 degrees late, $I_p=-j|I_p|$, and because $-j\cdot(-j)=-1$,

$$V_m=\frac{Z_T^2}{R_L}I_m-Z_T|I_p|.$$

The peaking current now lowers the main voltage, which is the direction we need. The delay also puts $I_p$ in phase with $V_L=-jZ_TI_m$, so the peaking device delivers real power.

**Q.** You have three free quantities: $Z_T$, $R_L$ and the drive at which the peaking device wakes up. What fixes them?

**A.** Let $x$ be the drive amplitude, from 0 to 1, and let $I_m=xI$. "Symmetric" here means that both devices have the same supply $V$ and reach the same fundamental current $I$ at $x=1$. Define $R=V/I$. I ask that both devices use the full swing at full drive, and that the peaking device turn on when the main one first reaches full swing.

At $x=1$, $|V_L|=Z_TI=V$ gives $Z_T=R$. The main voltage is then

$$\frac{R^2}{R_L}I-RI=V\quad\Rightarrow\quad\frac{R}{R_L}-1=1\quad\Rightarrow\quad R_L=\frac R2 .$$

With the peaking device off, $V_m=(R^2/R_L)xI=2RxI=2xV$. This reaches $V$ at

$$x=\tfrac12 .$$

Above that point the main voltage must stay at $V$, so $2xV-R|I_p|=V$, or

$$|I_p|=(2x-1)I .$$

This is zero at $x=1/2$ and $I$ at $x=1$, as symmetry requires. The peaking current therefore rises twice as steeply with drive as the main current.

**Q.** And the resistances that the devices see?

**A.** Divide voltage by current. For the main device,

$$Z_m=2R\ \left(x\le\tfrac12\right),\qquad Z_m=\frac{V}{xI}=\frac Rx\ \left(x\ge\tfrac12\right).$$

For the peaking device, the voltage amplitude is $|V_L|=xV$, so

$$Z_p=\frac{xV}{(2x-1)I}=\frac{xR}{2x-1}\ \left(x>\tfrac12\right).$$

It starts as an open circuit and falls to $R$. Your earlier intuition survives at the load itself. Above turn-on, $I_2=-j\,[2x-(2x-1)]I=-jI$, so the line sees $V_L/I_2=xR$, which rises from $R/2$ to $R$. The line inverts this to $R^2/(xR)=R/x$, which falls from $2R$ to $R$. That is the load modulation.

**Q.** You still owe me the efficiency. A full swing on one device does not prove that the whole amplifier has a peak there.

**A.** The output power, for every $x$, is

$$P=\frac{|V_L|^2}{2R_L}=\frac{x^2V^2}{R}=x^2VI .$$

I assume that the peaking current is also a half-sine, so the supply power is $(2V/\pi)(I_m+|I_p|)$. Below turn-on,

$$\eta=\frac{x^2VI}{(2/\pi)xVI}=\frac{\pi x}{2}.$$

Above it, $I_m+|I_p|=(3x-1)I$, and

$$\eta=\frac\pi2\,\frac{x^2}{3x-1}.$$

Both give $\pi/4$ at $x=1/2$. The slope on the left is $+\pi/2$. On the right,

$$\frac{d\eta}{dx}=\frac\pi2\,\frac{2x(3x-1)-3x^2}{(3x-1)^2}=\frac\pi2\,\frac{x(3x-2)}{(3x-1)^2},$$

which at $x=1/2$ is $(\pi/2)(-1/4)/(1/4)=-\pi/2$. The efficiency rises to $x=1/2$ and falls after it, so there is a peak, in the form of a corner. Its distance below maximum power is

$$10\log_{10}\frac{P(1)}{P(1/2)}=10\log_{10}4=6.02\ \text{dB}.$$

**Q.** Could the efficiency be higher somewhere between the two peaks?

**A.** No. Each device has efficiency $(\pi/4)V_1/V$, and the total is the average of the two, weighted by supply power. It cannot exceed $\pi/4$, and it equals $\pi/4$ only if every conducting device has full swing. That happens at $x=1/2$, where the main device works alone, and at $x=1$.

In between, the peaking device swings only $xV$ and pulls the average down. The derivative vanishes at $x=2/3$, where

$$\eta=\frac\pi2\cdot\frac{4/9}{1}=\frac{2\pi}{9}\approx0.698 .$$

This minimum lies $20\log_{10}(3/2)=3.52$ dB below maximum power.

**Q.** Why six decibels? Is that a property of the quarter-wave line?

**A.** It comes from the two devices delivering equal power at full drive, which equal supplies and equal full-drive currents ensure. Keep the supplies equal, but suppose the peaking device reaches $\alpha I$ at full drive instead of $I$. The load-voltage condition still gives $Z_T=R$. The main-voltage condition becomes $R/R_L-\alpha=1$, so $R_L=R/(1+\alpha)$. With the peaking device off, $V_m=(1+\alpha)xV$, which reaches $V$ at $x=1/(1+\alpha)$. Output power still varies as $x^2$, so the peak lies $20\log_{10}(1+\alpha)$ below maximum. For $\alpha=1$ this is 6.02 dB. If the peaking supply is also changed, to $\beta V$, the same steps give $Z_T=\beta R$ and $Z_T^2/R_L=(1+\alpha\beta)R$, so the peak lies $20\log_{10}(1+\alpha\beta)$ below maximum, where $\alpha\beta$ is the ratio of the full-drive powers. For $\alpha\to0$ the two peaks merge, and an ordinary class-B stage remains.

**Q.** Put numbers in.

**A.** Take $V=28$ V and a gate width of 4 mm per device, with a peak current of 1 A/mm. The peak is 4 A, and a half-sine has half its peak as fundamental, so $I=2$ A. Then $R=28/2=14\ \Omega$, $Z_T=14\ \Omega$ and $R_L=7\ \Omega$. Maximum output is $VI=56$ W, or 47.5 dBm.

At half drive the main device sees 28 Ω. The output is $56/4=14$ W and the supply power is $(2/\pi)(28)(1)=17.8$ W, so the efficiency is $14/17.8=78.5\,\%$. A class-B stage with its load fixed at $R$ gives 39.3 % at the same drive. At $x=2/3$ the main device sees 21 Ω and the peaking device 28 Ω; the output is 24.9 W and the efficiency 69.8 %.

The design values were also found without the line formulas. The line was replaced by a ladder of 400 inductor-capacitor sections, and the three voltage conditions were solved by a root search. It returned 14.00 Ω, 7.00 Ω and a turn-on drive of 0.5000. The remaining values are in the numerical output below.

**Q.** How much depends on the 90-degree delay?

**A.** Little for a small error, a great deal for a large one. At full drive, a delay error $\delta$ gives $|V_m|=V|2-e^{-j\delta}|=V\sqrt{5-4\cos\delta}$, which is only 3 % above $V$ at 10 degrees. With both currents in phase, $V_m=2RI-jRI$, whose magnitude is $\sqrt5\,V=62.6$ V. A 28 V supply with zero knee allows an amplitude of 28 V. The main device would leave its current-source region, and the linear analysis would no longer apply.

**Q.** Which device runs hotter?

**A.** Subtract delivered power from supply power. Above turn-on the main device loses $xVI(2/\pi-1/2)$, which rises to 7.65 W at full drive. Below turn-on it loses $VI(2x/\pi-x^2)$, which is at most $VI/\pi^2=5.7$ W, at $x=1/\pi$. The peaking device loses

$$P_{\rm loss}=VI(2x-1)\left(\frac2\pi-\frac x2\right).$$

Setting the derivative to zero,

$$2\left(\frac2\pi-\frac x2\right)-\frac{2x-1}{2}=0\quad\Rightarrow\quad x=\frac2\pi+\frac14\approx0.887,$$

where the loss is 8.37 W. In this ideal model the peaking device has the larger maximum loss, and it occurs below full power. At low drive the order is reversed: the two losses are equal at $x=2/\pi\approx0.637$ and at $x=1$, and below $2/\pi$ the main device loses more. A signal that spends most of its time at low drive can therefore heat the main device more on average.

**Q.** A real transistor has a knee. Does the peak stay at six decibels?

**A.** That depends on where you then place the turn-on. Model the knee as a resistance $r$: the drain voltage must stay above $r\,i(t)$. The tightest moment is the current peak. At full drive that peak is $2I$, so the available swing is $V'=V-2rI$. Redesign with $R'=V'/I$, line impedance $R'$ and load $R'/2$.

With the peaking device off, $V_m=2xV'$, while the current peak is only $2xI$. The main device reaches its knee at the drive $x_s$ where

$$2x_sV'=V-2rx_sI\quad\Rightarrow\quad x_s=\frac{V}{2(V'+rI)}=\frac{V}{2(V-rI)} .$$

This exceeds $1/2$, because at reduced current the knee voltage is smaller and leaves more room. A peaking current $I(x-x_s)/(1-x_s)$ then keeps the main device at its knee. The voltage it produces and the voltage the knee allows are both linear in $x$, and they agree at $x_s$ and at 1. The efficiency is

$$\eta=\frac{\pi V'}{2V}\,\frac{x^2}{x+(x-x_s)/(1-x_s)}\qquad(x\ge x_s).$$

At $x=x_s$ its slope has the sign of $1-1/(1-x_s)$, which is negative. Below $x_s$ the efficiency rises as $\pi xV'/(2V)$, so the peak sits at the turn-on, now less than 6.02 dB below maximum.

**Q.** By how much, for your device?

**A.** Take 3 Ω mm at 300 K, which is 0.75 Ω for 4 mm. Let it grow as the square of absolute temperature, with the case at 85 °C (358 K) and a thermal resistance of 5 K/W. For continuous operation at the drive of largest loss, heating and resistance settle together at a loss of 13.7 W. With a knee this large, and unlike the zero-knee case, the largest loss occurs at full drive and is the same in both devices. The channel is then at $358+5(13.7)\approx427$ K, with $r=1.52\ \Omega$. I keep this value at every drive. In steady operation at lower drive the channel would be cooler and $r$ smaller, so with line and load left as designed ($V'$ unchanged) and the turn-on moved to $V/[2(V'+rI)]$ for that smaller $r$, the peak would be somewhat higher and closer to maximum power than the figures below.

With the peak current still taken as 4 A, the swing is $28-4(1.52)=21.9$ V and maximum output falls to 43.9 W. In a real device the available current also falls as the channel heats, which would lower the output further. The best turn-on is

$$x_s=\frac{28}{2(28-3.04)}=0.561,$$

so the peak lies 5.0 dB below maximum, with 69.0 % efficiency; at full drive the efficiency is 61.5 %. If the turn-on is kept at $x=1/2$ in the same hot device, the peak stays at 6.02 dB, but its height is 61.5 %. The earlier turn-on gains nothing. The output power does not depend on the turn-on, and a later turn-on draws less supply power. Turn-on at $x_s$ is therefore as efficient as turn-on at $1/2$ up to $x=1/2$, where both give 61.5 %, and at $x=1$, and it is more efficient in between.

**Q.** You also assumed a half-sine peaking current. A device biased below threshold conducts for less than half a cycle.

**A.** Yes, and a plain class-C device does not follow the law $|I_p|=(2x-1)I$. Let its current be proportional to $\max(x\cos\phi-\tfrac12,0)$. It conducts for $|\phi|<\theta$ with $\cos\theta=1/(2x)$, and its fundamental is proportional to

$$\frac1\pi\int_{-\theta}^{\theta}\left(x\cos\phi-\tfrac12\right)\cos\phi\,d\phi=\frac{x}{\pi}\left(\theta+\tfrac12\sin2\theta\right)-\frac{\sin\theta}{\pi}=\frac{x}{2\pi}(2\theta-\sin2\theta).$$

The last step uses $\tfrac12=x\cos\theta$, so that $\sin\theta=x\sin2\theta$. Scaled to reach $I$ at full drive, this current starts too slowly. In the zero-knee model the main device would need up to 30.4 V, at $x=0.67$, which is 8.7 % above the supply.

It cannot supply that, so it saturates, and the efficiency formula above turn-on no longer holds. The peaking device also needs a peak current of 2.56 times its fundamental instead of 2. For $I=2$ A that is 5.1 A, beyond the 4 A assumed for an identical transistor. Equal fundamental currents then call for a larger peaking device, which does not by itself cure the slow start, or for drive and bias that restore the assumed law.

**Q.** How close is all this to a real amplifier?

**A.** The parameters are rough typical values for gallium-nitride transistors on silicon carbide. The ideal output is $56/8=7$ W per millimetre of gate, which the hot knee lowers to 5.5 W. The peak drain voltage of 56 V is well below a rough breakdown voltage of 120 V. Replacing the zero knee by the hot one moves the peak by about 1 dB here, if the turn-on follows the knee.

Reactance matters too. Suppose that the peaking device's drain capacitance is tuned out, but the main device's 1.2 pF is left untuned across its 28 Ω. At 3.5 GHz this gives $\omega C(2R)=0.74$. The real part of the load falls by the factor $1/(1+0.74^2)$, and half-drive efficiency drops from 78.5 % to 50.8 %. The capacitance therefore has to be tuned out or absorbed in the line.

Away from the centre frequency the line is no longer a quarter wave. At 10 % above centre, with the drive held at one half and zero knee, the line alone lowers the efficiency to 73.2 %. With the capacitances of both devices tuned by parallel inductors at the centre frequency, it is 69.7 %. Line loss and imperfect harmonic shorts are not included in any of these figures.

## Table of computed values

```
supply 28.0 V, gate width 4.0 mm
peak current density 1.0 A/mm
full-drive fundamental current 2.00 A per device
optimum resistance R 14.00 ohm
line impedance from root search 14.00 ohm
load resistance from root search 7.00 ohm
turn-on drive from root search 0.5000
maximum output 56.00 W = 47.48 dBm
drive, back-off dB, Zmain ohm, Zpeak ohm, Pout W, Pdc W, eff %
0.2500, 12.04, 28.00, open, 3.50, 8.91, 39.27
0.5000, 6.02, 28.00, open, 14.00, 17.83, 78.54
0.6667, 3.52, 21.00, 28.00, 24.89, 35.65, 69.81
0.8000, 1.94, 17.50, 18.67, 35.84, 49.91, 71.81
1.0000, 0.00, 14.00, 14.00, 56.00, 71.30, 78.54
second peak found at drive 0.500
second peak below maximum power 6.02 dB
slopes at the peak 1.571 and -1.570 per unit drive
dip found at drive 0.667, efficiency 69.81 %
class-B efficiency at half drive 39.27 %
main voltage needed with in-phase peaking 62.6 V
main device loss at full drive 7.65 W
largest peaking loss 8.37 W at drive 0.887
peak drain voltage 56.0 V, rough breakdown 120 V
case temperature 358.1 K, thermal resistance 5.0 K/W
knee resistance at 300 K 0.750 ohm
hot: worst device loss 13.72 W
hot: channel temperature 427 K
hot: knee resistance 1.518 ohm
hot: full-drive voltage amplitude 21.93 V
hot: redesigned R 10.96 ohm
hot: maximum output 43.86 W
hot: efficiency at full drive 61.51 %
hot: best turn-on drive 0.5608
hot: peak then at back-off 5.02 dB
hot: efficiency at that peak 68.99 %
hot: peak efficiency, turn-on kept at 1/2 61.51 %
class C: peak/fundamental current at full drive 2.558
class C: main voltage demanded 30.45 V at drive 0.672
class C: excess over supply 8.7 %
frequency 3.5 GHz, drain capacitance 1.20 pF
half-drive efficiency, main capacitance untuned 50.8 %
half-drive efficiency at 1.1 f0, line only 73.2 %
half-drive efficiency at 1.1 f0, line and tuned capacitances 69.7 %
```
